\section*{First-order ellipsometry of an ultrathin film: what one wavelength determines}

\section{Definitions and conventions}

A plane wave of vacuum wavelength $\lambda$ arrives from a lossless ambient of permittivity $\epsilon_a>0$, at an angle $\phi$ to the normal, $0<\phi<90^\circ$. It meets a film of relative permittivity $\epsilon_f\ne0$ in $0<z<d$, then a thick substrate of permittivity $\epsilon_s\ne0,\epsilon_a$. The media are non-magnetic, homogeneous, isotropic and passive, and the interfaces are flat. Fields vary as $\exp(-i\omega t)$, so absorption means $\mathrm{Im}\,\epsilon>0$. Define
\begin{equation}
q=\frac{2\pi}{\lambda},\quad S^2=\epsilon_a\sin^2\phi,\quad w_j=\sqrt{\epsilon_j-S^2},\quad \mathrm{Im}\,w_j\ge0 .
\end{equation}
All fields share the factor $e^{iqSx}$. The coefficient $r_s$ is a ratio of electric fields along $y$, and $r_p$ a ratio of magnetic fields along $y$. The ellipsometric ratio is
\begin{equation}
\rho=r_p/r_s=\tan\Psi\,e^{-i\Delta}.
\end{equation}
The minus sign belongs to the chosen time factor. A subscript 0 marks the bare substrate.

\section{The expansion}

\paragraph{Theorem 1.} As $d\to0$ with everything else fixed,
\begin{align}
\rho&=\rho_0+GJ+O(d^2),\qquad
J=d\,\frac{(\epsilon_f-\epsilon_a)(\epsilon_f-\epsilon_s)}{\epsilon_f},\label{main}\\
G&=\frac{2iq\,w_aS^2\epsilon_s(w_a+w_s)^2}{(\epsilon_s-\epsilon_a)(\epsilon_sw_a+\epsilon_aw_s)^2}.\label{G}
\end{align}
$G$ contains no property of the film.

\paragraph{Lemma 1.} In each polarization there are two continuous tangential fields $F,Y$ with
\begin{equation}
F'=iqgY,\qquad Y'=iq\frac{\kappa^2}{g}F,\qquad \kappa^2=\epsilon-S^2, \label{fields}
\end{equation}
where $g=1$ for $s$ and $g=\epsilon$ for $p$.

\emph{Proof.} With the magnetic field scaled by the vacuum impedance, Maxwell's equations are $\nabla\times E=iqH$ and $\nabla\times H=-iq\epsilon E$. For $s$, put $F=E_y$ and $Y=-H_x$. The $x$ component of the first equation is $-F'=iqH_x$, hence $F'=iqY$. Its $z$ component gives $H_z=SF$. The $y$ component of the second, $H_x'-iqSH_z=-iq\epsilon F$, becomes $Y'=iq(\epsilon-S^2)F$.

For $p$, put $F=H_y$ and $Y=E_x$. The $x$ component of the second equation gives $F'=iq\epsilon Y$, and its $z$ component gives $E_z=-SF/\epsilon$. The $y$ component of the first, $E_x'-iqSE_z=iqF$, becomes $Y'=iq(1-S^2/\epsilon)F$, which is \eqref{fields} with $g=\epsilon$. $\square$

\paragraph{Lemma 2.} Let $Z_a=w_a/g_a$ and $Z_s=w_s/g_s$. The film changes $r$ by
\begin{equation}
\delta r=\frac{2iqd\,Z_aB}{(Z_a+Z_s)^2}+O(d^2),\qquad
B=\frac{w_f^2}{g_f}-g_fZ_s^2 . \label{dr}
\end{equation}

\emph{Proof.} The ratio $Z=Y/F$ is continuous, and by \eqref{fields}
\begin{equation}
Z'=\frac{Y'}{F}-\frac{YF'}{F^2}=iq\left(\frac{\kappa^2}{g}-gZ^2\right). \label{ric}
\end{equation}
In the substrate the wave $e^{iqw_sz}$ has $Z=Z_s$. One step back through the film gives $Z(0)=Z_s-iqdB+O(d^2)$. In the ambient,
\begin{equation}
F=e^{iqw_az}+re^{-iqw_az},\qquad Y=Z_a(e^{iqw_az}-re^{-iqw_az}),
\end{equation}
so $Z(0)=Z_a(1-r)/(1+r)$ and
\begin{equation}
r=\frac{Z_a-Z(0)}{Z_a+Z(0)},\qquad \frac{dr}{dZ}=-\frac{2Z_a}{(Z_a+Z)^2}.
\end{equation}
Multiplying this derivative by $-iqdB$ gives \eqref{dr}. The denominator is nonzero because $Z_a>0$, while a passive substrate sends no power back, so $\mathrm{Re}\,Z_s\ge0$. $\square$

\paragraph{Proof of Theorem 1.} Since $r_0=(Z_a-Z_s)/(Z_a+Z_s)$, division of \eqref{dr} by $r_0$ gives, to first order,
\begin{equation}
\frac{\delta r}{r_0}=\frac{2iqd\,Z_aB}{Z_a^2-Z_s^2}. \label{log}
\end{equation}
For $s$, $B=\epsilon_f-S^2-(\epsilon_s-S^2)=\epsilon_f-\epsilon_s$ and $Z_a^2-Z_s^2=\epsilon_a-\epsilon_s$. Therefore
\begin{equation}
\frac{\delta r_s}{r_{s0}}=2iqdw_a\frac{\epsilon_s-\epsilon_f}{\epsilon_s-\epsilon_a}. \label{s}
\end{equation}
For $p$,
\begin{align}
B&=1-\frac{S^2}{\epsilon_f}-\frac{\epsilon_f}{\epsilon_s}+\frac{\epsilon_fS^2}{\epsilon_s^2}
=\frac{\epsilon_s-\epsilon_f}{\epsilon_s}\left[1-S^2\left(\frac1{\epsilon_s}+\frac1{\epsilon_f}\right)\right],\\
Z_a^2-Z_s^2&=\frac1{\epsilon_a}-\frac1{\epsilon_s}-S^2\left(\frac1{\epsilon_a^2}-\frac1{\epsilon_s^2}\right)
=\frac{\epsilon_s-\epsilon_a}{\epsilon_a\epsilon_s}D,
\end{align}
with $D=1-S^2(1/\epsilon_a+1/\epsilon_s)$. The factorizations use $1/x^2-1/y^2=(1/x-1/y)(1/x+1/y)$. Inserting $Z_a=w_a/\epsilon_a$,
\begin{equation}
\frac{\delta r_p}{r_{p0}}=2iqdw_a\frac{\epsilon_s-\epsilon_f}{\epsilon_s-\epsilon_a}\,
\frac{1-S^2(1/\epsilon_s+1/\epsilon_f)}{D}. \label{p}
\end{equation}
To first order $\delta\rho/\rho_0$ is \eqref{p} minus \eqref{s}. The numerator left over $D$ is
\begin{equation}
1-S^2\left(\frac1{\epsilon_s}+\frac1{\epsilon_f}\right)-D
=S^2\left(\frac1{\epsilon_a}-\frac1{\epsilon_f}\right)=S^2\frac{\epsilon_f-\epsilon_a}{\epsilon_a\epsilon_f}.
\end{equation}
With $\epsilon_s-\epsilon_f=-(\epsilon_f-\epsilon_s)$ this yields
\begin{equation}
\frac{\delta\rho}{\rho_0}=-\frac{2iqw_aS^2}{\epsilon_a(\epsilon_s-\epsilon_a)D}\,J. \label{rel}
\end{equation}
The bare coefficients, written as $(Z_a^2-Z_s^2)/(Z_a+Z_s)^2$, are
\begin{equation}
r_{p0}=\frac{(\epsilon_s-\epsilon_a)\epsilon_a\epsilon_sD}{(\epsilon_sw_a+\epsilon_aw_s)^2},\qquad
r_{s0}=\frac{\epsilon_a-\epsilon_s}{(w_a+w_s)^2},
\end{equation}
so
\begin{equation}
\rho_0=-\frac{\epsilon_a\epsilon_sD(w_a+w_s)^2}{(\epsilon_sw_a+\epsilon_aw_s)^2}.
\end{equation}
Multiplying \eqref{rel} by $\rho_0$ cancels $D$ and the minus sign, and leaves \eqref{G}. At the Brewster angle of a lossless substrate $D=0$, and division by $r_{p0}$ was not allowed. But $\delta\rho$ and $GJ$ are continuous in $\phi$ there, so \eqref{main} holds by continuity. $\square$

\paragraph{Remark 1 (meaning and limits).} Expanding the product,
\begin{equation}
J/d=\epsilon_f+\frac{\epsilon_a\epsilon_s}{\epsilon_f}-\epsilon_a-\epsilon_s\equiv j(\epsilon_f). \label{j}
\end{equation}
The term $\epsilon_f$ comes from the response to the tangential electric field, the term $1/\epsilon_f$ from the normal one. If $\epsilon_f=\epsilon_a$, \eqref{s} and \eqref{p} both equal $2iqdw_a$, the round-trip phase in added ambient, which cancels in $\rho$. If $\epsilon_f=\epsilon_s$, both vanish, since the film is then more substrate.

The expansion needs $qd|w_f|\ll1$. It also needs $qdS^2/|\epsilon_f|$ to be small, by the $p$ term $w_f^2/\epsilon_f=1-S^2/\epsilon_f$. Near a zero of the real part of its permittivity, a conducting oxide can violate the second condition well before the first, but loss keeps $|\epsilon_f|$ finite and the thickness matters. For $\epsilon_f=0.4i$ at 1300 nm and $70^\circ$ in air, $qdS^2/|\epsilon_f|$ is 0.02 at $d=2$ nm and 0.32 at 30 nm. For a film of large $|\epsilon_f|$, such as a metal, $qd|\epsilon_f|$ must also be small beside $|w_a+w_s|$, by the $s$ term $w_f^2$ in \eqref{dr}; this can fail even when $qd|w_f|\ll1$. When the substrate is close to the ambient, $r_{s0}$ is small and the relative change \eqref{s}, of size $2qdw_a|\epsilon_s-\epsilon_f|/|\epsilon_s-\epsilon_a|$, must be small as well. For $\epsilon_a=1.77$, $\epsilon_s=1.85$, $\epsilon_f=3.6$ and $d=2$ nm at 633 nm and $70^\circ$, the three earlier ratios are below 0.08, yet this one is 0.4 and first order errs by about 40\% of $GJ$.

For $|\epsilon_s|\to\infty$, taken in the first-order coefficient, $w_s^2\to\epsilon_s$ and
\begin{equation}
GJ\to-\frac{2iqS^2}{w_a}\,d\left(1-\frac{\epsilon_a}{\epsilon_f}\right).
\end{equation}
The tangential electric field vanishes at such a mirror, and only the normal response survives.

\section{What the first-order data determine}

\paragraph{Theorem 2.} Let $\epsilon_a$, $\epsilon_s$, $\phi$ and $\lambda$ be known.

(a) If $\epsilon_f$ is complex, with $\mathrm{Im}\,\epsilon_f>0$ and $\epsilon_f^2\ne\epsilon_a\epsilon_s$, then for small enough $d$ a continuous family of passive films gives the same exact $\rho$ at this angle.

(b) If $\epsilon_f$ and $\epsilon_s$ are real, first-order data at any number of angles supply one real number, $J$, for the two unknowns.

(c) If $\epsilon_f\ne\epsilon_a$ is real and $\epsilon_s=\epsilon_s'+i\epsilon_s''$ with $\epsilon_s''>0$, the first-order law does separate them:
\begin{equation}
\epsilon_f=\epsilon_s'-\epsilon_s''\,\frac{\mathrm{Re}\,J}{\mathrm{Im}\,J},\qquad d=\frac{J}{j(\epsilon_f)}. \label{abs}
\end{equation}

\emph{Proof.} (a) By \eqref{main} and \eqref{j},
\begin{equation}
\frac{\partial\rho}{\partial\epsilon_f}=Gd\left(1-\frac{\epsilon_a\epsilon_s}{\epsilon_f^2}\right)+O(d^2),
\end{equation}
which is nonzero for small $d>0$. By the implicit function theorem, a slightly different thickness can be compensated by a slightly different complex $\epsilon_f$, and by continuity its imaginary part stays positive.

(b) $J$ is real, and $G$ is known at each angle. Every pair with $d\,j(\epsilon_f)=J$ gives the same first-order data.

(c) Here $J=d\,(\epsilon_f-\epsilon_a)(\epsilon_f-\epsilon_s'-i\epsilon_s'')/\epsilon_f$. The real common factor drops out of
\begin{equation}
\frac{\mathrm{Re}\,J}{\mathrm{Im}\,J}=-\frac{\epsilon_f-\epsilon_s'}{\epsilon_s''},
\end{equation}
which is solved for $\epsilon_f$. $\square$

Thus the statement that one wavelength cannot separate thickness from permittivity holds at a single angle under (a), and to first order in $d$ under (b), but not without such conditions.

\paragraph{Remark 2 (known thickness, and a bound).} At given $J/d$, \eqref{j} is the quadratic
\begin{equation}
\epsilon_f^2-(\epsilon_a+\epsilon_s+J/d)\epsilon_f+\epsilon_a\epsilon_s=0 .
\end{equation}
Its roots have product $\epsilon_a\epsilon_s$, so for real media even a known $d$ leaves the pair $\epsilon_f$ and $\epsilon_a\epsilon_s/\epsilon_f$.

For real $\epsilon_a<\epsilon_f<\epsilon_s$, $J$ is negative, and
\begin{equation}
\frac{|J|}d=(\sqrt{\epsilon_s}-\sqrt{\epsilon_a})^2-\left(\sqrt{\epsilon_f}-\sqrt{\frac{\epsilon_a\epsilon_s}{\epsilon_f}}\right)^2 .
\end{equation}
Hence
\begin{equation}
d\ge\frac{|J|}{(\sqrt{\epsilon_s}-\sqrt{\epsilon_a})^2}. \label{bound}
\end{equation}
Equality holds at $\epsilon_f=\sqrt{\epsilon_a\epsilon_s}$, where $j'=1-\epsilon_a\epsilon_s/\epsilon_f^2=0$. Near this value $J$ fixes the thickness well and the permittivity poorly.

\paragraph{Remark 3 (where separation returns).} Let the media be real, with $\epsilon_s>S^2$. Then $Z_a$ and $Z_s$ are real, and complex conjugation of \eqref{ric} is equivalent to reversing $z$. The solution continued to negative $d$ thus obeys $\rho(-d)=\rho(d)^*$, and $|\rho|$ is even in $d$. Away from the Brewster angle, $\Psi$ changes first at order $d^2$. That term need not depend on $J$ alone.

The loss of rank can be seen in the derivatives of $\rho$ with respect to $\ln d$ and real $\epsilon_f$, taken by central differences at $60^\circ$, $65^\circ$, $70^\circ$ and $75^\circ$, with real and imaginary parts as separate data. Take $\epsilon_a=1$, $\epsilon_f=2.5$ and $\lambda=633$ nm. When $d$ is halved from 0.02 to 0.01 nm, lengths used only to reach the limit, the ratio of the smaller to the larger singular value falls by a factor 2.000 for $\epsilon_s=15$. For $\epsilon_s=-10+20i$ the factor is 1.000: there the two directions stay distinct, as (c) requires.

A second ambient also helps, if it leaves the film unchanged. With $R=J_1/J_2=(\epsilon_f-\epsilon_{a1})/(\epsilon_f-\epsilon_{a2})$,
\begin{equation}
\epsilon_f=\frac{\epsilon_{a1}-R\,\epsilon_{a2}}{1-R}. \label{two}
\end{equation}

\section{A 2 nm oxide on silicon}

Take $\lambda=633$ nm, $\phi=70^\circ$, $\epsilon_a=1$, $\epsilon_f=3.6$, $\epsilon_s=15+0.15i$ and $d=2$ nm. These are rough values for a transparent amorphous indium-based oxide on silicon. Then
\begin{equation}
J=2\times\frac{2.6\,(-11.4-0.15i)}{3.6}=-16.47-0.217i\ \text{nm}.
\end{equation}
Equation \eqref{G} gives $G=(0.0096+1.3665i)\times10^{-3}\ \text{nm}^{-1}$, so $GJ=0.00014-0.02250i$. Added to $\rho_0=-0.18545-0.00256i$, this gives $\Delta=172.30^\circ$ and $\Psi=10.592^\circ$.

For comparison, \eqref{fields} is solved exactly across the film. With $\theta=q\kappa d$,
\begin{align}
F(0)&=F(d)\cos\theta-i\frac g\kappa Y(d)\sin\theta,\\
Y(0)&=Y(d)\cos\theta-i\frac\kappa gF(d)\sin\theta .
\end{align}
The result is $\Delta=172.28^\circ$ and $\Psi=10.560^\circ$, against $179.21^\circ$ and $10.507^\circ$ for the bare substrate. The film moves $\Delta$ by $-6.93^\circ$, which first order reproduces to $0.02^\circ$. It moves $\Psi$ by only $0.053^\circ$, and there first order errs by $0.032^\circ$: $GJ$ is nearly perpendicular to $\rho_0$ in the complex plane, so most of the change in modulus is of second order.

Now suppose $\epsilon_f$ is unknown but real. For each assumed value, $d$ is adjusted by a bracketing root search until the exact $\Delta$ agrees. What remains is a misfit in $\Psi$:

\begin{center}
\begin{tabular}{ccc}
assumed $\epsilon_f$ & fitted $d$ (nm) & misfit in $\Psi$ (deg)\\
2.500 & 2.197 & $+0.009$\\
3.000 & 2.059 & $+0.005$\\
3.600 & 2.000 & $0.000$\\
4.167 & 1.999 & $-0.005$\\
5.000 & 2.056 & $-0.013$\\
6.000 & 2.192 & $-0.024$
\end{tabular}
\end{center}

With a chosen $\Psi$ noise of $0.02^\circ$, the listed values from 2.5 to 5 all pass; 6 lies slightly outside. Lower values are not all excluded: 1.5 also passes, with $d=3.7$ nm, so a lower limit on $\epsilon_f$ must come from other knowledge. Between 2.5 and 5, the permittivity may double while the thickness varies by about 10\%. The reason is Remark 2: $\sqrt{\epsilon_a\epsilon_s'}=3.87$ lies close to the film value, and \eqref{bound}, with $\mathrm{Re}\,J$ and $\epsilon_s'$, gives $d\ge1.995$ nm. The pairs 3.6 and 4.167, and 2.5 and 6, have product 15, which is why their thicknesses nearly coincide.

The gap in $\Psi$ between the refitted values 2.5 and 6 is $0.010^\circ$, $0.033^\circ$, $0.185^\circ$ and $0.71^\circ$ for true thicknesses of 1, 2, 5 and 10 nm. The growth is slightly slower than $d^2$ because substrate absorption adds a linear part. At 1 nm both fits have $d\approx1.10$ nm, and their $\mathrm{Im}\,J$ differ by $1.10\times0.15\,(5/6-1.5/2.5)=0.0385$ nm. Multiplication by $|G/\rho_0|=0.00737\ \text{nm}^{-1}$ and by $\tfrac12\sin2\Psi_0=0.179$ gives $0.0029^\circ$. The other $0.0068^\circ$ is assigned to the quadratic term. The sum $0.0029\,d+0.0068\,d^2$, in degrees with $d$ in nm, then reproduces the other three gaps to within about 1\%. In this noise-free comparison second order begins to discriminate at a few nanometres.

\paragraph{The two ways out.} Formula \eqref{abs} fails here. Reading $J$ as $(\rho-\rho_0)/G$ from the exact $\rho$ gives $-16.45-0.645i$ nm. The second-order error in $\mathrm{Im}\,J$ is about twice its true size, and \eqref{abs} returns $\epsilon_f=11.2$ instead of 3.6. Noise alone would suffice to spoil it: $0.02^\circ$ in $\Psi$ means $|\rho_0/G|\,2\delta\Psi/\sin2\Psi_0=0.26$ nm in $\mathrm{Im}\,J$, more than the true 0.217 nm.

A second exact calculation in a liquid with $\epsilon_{a2}=1.77$, other settings held fixed, gives through \eqref{two} $\epsilon_f=3.60-0.06i$. The spurious imaginary part shows the size of the second-order error. No noise was added in this case, and the film was taken to lie directly on silicon. A native oxide of 1 nm and permittivity 2.1 under the film, left out of the analysis, would change the real part to 2.86.

\paragraph{An absorbing film.} Let $\epsilon_f=6+2i$ and $d=2$ nm on the same substrate. Newton iteration on the exact $\rho$ finds films with the same ratio at $d=1.90$ nm, $\epsilon_f=5.48+2.23i$, and at $d=2.10$ nm, $\epsilon_f=6.49+1.83i$. This is case (a), and lower noise would not remove it.

\section{Departures from the model}

\paragraph{Remark 4 (layers and anisotropy).} In Lemma 2 every thin layer contributes its own $B$, evaluated with the same $Z_s$, so to first order the $J$ of stacked layers add. If a layer has permittivity $\epsilon_o$ in its plane and $\epsilon_z$ along the normal, the $p$ equations keep $g=\epsilon_o$ but contain $1-S^2/\epsilon_z$. Relative to an isotropic layer of permittivity $\epsilon_o$, $B$ changes by $-S^2(1/\epsilon_z-1/\epsilon_o)$. By \eqref{log} and \eqref{rel} this adds $d\,\epsilon_a\epsilon_s(1/\epsilon_z-1/\epsilon_o)$ to $J$, and
\begin{equation}
J/d=\epsilon_o+\frac{\epsilon_a\epsilon_s}{\epsilon_z}-\epsilon_a-\epsilon_s .
\end{equation}

Real silicon usually carries a native oxide of roughly 1 nm, which breaks the assumption of a single film. The following shifts come from exact solutions for the 2 nm transparent film, changing one feature at a time. An oxide of 1 nm with permittivity 2.1 under the film moves $\Delta$ by $-2.82^\circ$. At the film's average rate, $6.93^\circ$ per 2 nm, it would be misread as 0.8 nm of extra film. Roughness was modelled by replacing the top 0.5 nm of film by 1 nm of a half-void mixture, whose permittivity $\epsilon_m$ obeys the Bruggeman condition
\begin{equation}
\frac{\epsilon_f-\epsilon_m}{\epsilon_f+2\epsilon_m}+\frac{\epsilon_a-\epsilon_m}{\epsilon_a+2\epsilon_m}=0 .
\end{equation}
It moves $\Delta$ by $-1.03^\circ$, or 0.3 nm of apparent film. Raising only the normal permittivity by 0.1 moves $\Delta$ by $-0.09^\circ$.

The weak signal in $\Psi$ is more exposed. An angle error of $+0.02^\circ$ shifts $\Psi$ by $-0.032^\circ$, and a rise of 0.03 in $\epsilon_s$, a rough allowance for 10 K of warming, shifts it by $+0.028^\circ$. Both exceed the misfits that distinguish 2.5 from 5 in the table.

Small isotropic changes of $\epsilon_f$ matter little, because $j'=1-15/3.6^2=-0.16$. An imaginary part of 0.05 moves either angle by about $0.001^\circ$. With damping neglected, carriers of density $n=10^{19}\ \text{cm}^{-3}$ and mass $m=0.2\,m_e$ change $\epsilon_f$ by $-ne^2/(\epsilon_0m\omega^2)=-0.018$ and $\Delta$ by $0.003^\circ$. Heavily doped conducting oxides lie outside this estimate: for $n=10^{21}\ \text{cm}^{-3}$ and $m=0.3\,m_e$, $\epsilon_f$ falls by 1.2, $\Delta$ moves by $0.74^\circ$, and a fit that keeps 3.6 returns about 1.8 nm.

The permittivity of a thicker film need not apply at 2 nm. For that mass, the hard-wall confinement energy $\hbar^2\pi^2/(2md^2)$ is 0.47 eV, not small beside the photon energy of 1.96 eV; finite barriers of 2 to 3.5 eV, with the same mass outside, lower it to about 0.3 eV. The effect of confinement on $\epsilon_f$ was not calculated. The table limits the consequence for thickness only if the change is isotropic: at fixed $\Delta$, assuming 3.0 instead of 3.6 changes $d$ by 3\%. Confinement need not act equally in and out of the plane, and the small isotropic sensitivity is a cancellation between the two terms of Remark 4. Assuming 3.0 for $\epsilon_z$ alone changes $d$ by $+11\%$, and for $\epsilon_o$ alone by $-7\%$, in both cases with a misfit in $\Psi$ below $0.006^\circ$.
